# Pippard's longitudinal ultrasonic attenuation in a free-electron metal

## Result

A longitudinal sound wave of wavenumber $q$ and frequency $\omega=v_sq$ travels through a free-electron metal. The metal has electron density $n$, electron mass $m$, Fermi velocity $v_F$, relaxation time $\tau$, mean free path $l=v_F\tau$ and mass density $\rho$. The energy of the wave decays as $e^{-\alpha x}$ with

$$\alpha=\frac{nm}{\rho v_s\tau}\,G(a),\qquad G(a)=\frac{a^2\arctan a}{3(a-\arctan a)}-1,\qquad a=ql .$$

The limits are

$$G\to\frac{4}{15}q^2l^2\quad(ql\ll1),\qquad \alpha\to\frac{\pi}{6}\frac{nmv_F}{\rho v_s}\,q\quad(ql\gg1).$$

The second limit does not contain $l$.

The assumptions are a spherical Fermi surface, the normal state, no magnetic field, $k_BT\ll E_F$, linear response, $v_s\ll v_F$ and a wavelength much longer than the screening length. Collisions conserve density and relax all other parts of the distribution at one rate $1/\tau$.

## Setting up the kinetic equation

All wave quantities vary as $e^{i(qx-\omega t)}$. The lattice velocity amplitude is $u$, the electron charge is $-e$, and $\mu$ is the cosine of the angle between the electron velocity and $x$. Write the distribution as

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\psi(\mu).$$

With $\langle\cdots\rangle=\frac12\int_{-1}^1\cdots d\mu$ and the density of states $N=3n/(2E_F)=3n/(mv_F^2)$, the density change and mean velocity are

$$n_1=N\langle\psi\rangle,\qquad \bar v=\frac{Nv_F}{n}\langle\mu\psi\rangle=\frac{3\langle\mu\psi\rangle}{mv_F}.$$

The scatterers move with the lattice. Collisions therefore drive electrons towards $f_0(\varepsilon-p_xu-\delta\mu)$, a Fermi sphere that drifts with the lattice and has the local density. To first order this means

$$\psi_{eq}=mv_Fu\,\mu+\delta\mu,\qquad \delta\mu=\frac{n_1}{N}=\langle\psi\rangle .$$

The term $mv_Fu\,\mu$ is the collision drag. The force $-eE$ contributes $-eEv_x\,\partial f_0/\partial\varepsilon$ to the Boltzmann equation, so that

$$-i\omega\psi+iqv_F\mu\psi+eEv_F\mu=-\frac{\chi}{\tau},\qquad \chi=\psi-\psi_{eq}. \tag{1}$$

**Screening.** Ion continuity, $-i\omega n_i+iqnu=0$, gives the ion density change $n_i=nu/v_s$. Poisson's equation is $i\varepsilon_0qE=e(n_i-n_1)$. The field that holds the electrons against their pressure is $eE\simeq-iq\,\delta\mu$, as equation (3) will confirm, so

$$n_i-n_1\simeq\frac{\varepsilon_0q^2}{e^2}\,\delta\mu=\frac{q^2}{k_{TF}^2}\,n_1,\qquad k_{TF}^2=\frac{e^2N}{\varepsilon_0}.$$

For $q\ll k_{TF}$ the two densities are equal. The average of (1) over $\mu$ is electron continuity, because $\langle\chi\rangle=0$. Equal densities then imply equal velocities:

$$\bar v=u,\qquad \delta\mu=\frac{nu}{Nv_s}=\frac{mv_F^2}{3}\frac{u}{v_s}. \tag{2}$$

## Simple case: a viscous electron gas, $ql\ll1$

When the path is short, $\psi$ is close to $\psi_{eq}$, which may be inserted on the left of (1). The terms linear in $\mu$ must cancel, since $\langle\mu\chi\rangle=mv_F(\bar v-u)/3=0$; this fixes $E$. From (2), $-i\omega\,\delta\mu=-iqmv_F^2u/3$. The remaining terms give

$$\chi=-ia\,mv_Fu\left(\mu^2-\tfrac13\right).$$

The wave compresses the gas along one axis, and collisions restore the sphere with a delay. The resulting stress is

$$\Pi'=Nmv_F^2\langle\mu^2\chi\rangle=-ia\,3nmv_Fu\left(\tfrac15-\tfrac19\right)=-\tfrac{4}{15}ia\,nmv_Fu .$$

The power dissipated per volume is minus the stress times the velocity gradient $iqu$. Its time average is

$$P=-\tfrac12\mathrm{Re}\left[\Pi'(iqu)^*\right]=\tfrac12\cdot\tfrac4{15}\,a\,q\,nmv_F|u|^2=\frac{nm|u|^2}{2\tau}\,\frac{4a^2}{15},$$

where $qv_F=a/\tau$. The wave has mean kinetic energy $\frac14\rho|u|^2$ and equal elastic energy, so its energy flux is $\frac12\rho|u|^2v_s$. Dividing $P$ by this flux gives the first limit of the result.

## General case: any $ql$

Multiply (1) by $\tau$ and set $w=1-i\omega\tau$:

$$\psi=\frac{X\mu+\delta\mu}{w+ia\mu},\qquad X=mv_Fu-eEl .$$

Two averages are needed. For real $w$ the odd part of the integrand drops out; continuation to complex $w$ with positive real part gives

$$I_0=\left\langle\frac1{w+ia\mu}\right\rangle=\frac1a\arctan\frac aw .$$

Writing $\mu=[(w+ia\mu)-w]/(ia)$ gives

$$I_1=\left\langle\frac{\mu}{w+ia\mu}\right\rangle=\frac{1-wI_0}{ia}.$$

The condition $\langle\psi\rangle=\delta\mu$ reads $XI_1+\delta\mu\,I_0=\delta\mu$, hence

$$X=\delta\mu\,\frac{ia(1-I_0)}{1-wI_0}.$$

Since $\omega\tau=(v_s/v_F)a$, equation (2) can be written $\delta\mu=mv_Fu\,a/(3\omega\tau)$. Also $1-w=i\omega\tau$, so $1-I_0=(1-wI_0)-i\omega\tau I_0$. Therefore

$$\frac{X}{mv_Fu}=\frac{ia^2}{3\omega\tau}\left[1-\frac{i\omega\tau I_0}{1-wI_0}\right]=\frac{ia^2}{3\omega\tau}+B,\qquad B=\frac{a^2I_0}{3(1-wI_0)} .$$

The self-consistent field follows from $eEl=mv_Fu-X$:

$$\frac{eEl}{mv_Fu}=1-\frac{ia^2}{3\omega\tau}-B. \tag{3}$$

The imaginary term is $eE=-iq\,\delta\mu$, the field that balances the electron pressure. It exceeds the remainder $1-B$ by a factor of order $v_F/v_s$ or more, which justifies the screening estimate.

**Power.** The ions feel the field and the momentum delivered by collisions:

$$F=neE+\frac{nm(\bar v-u)}{\tau}=neE ,$$

because $\bar v=u$. The wave loses $P=-\frac12\mathrm{Re}(Fu^*)$. As $v_F/l=1/\tau$, equation (3) gives

$$P=\frac{nm|u|^2}{2\tau}\,\mathrm{Re}(B-1),\qquad \alpha=\frac{P}{\frac12\rho|u|^2v_s}=\frac{nm}{\rho v_s\tau}\,\mathrm{Re}(B-1).$$

Setting $w=1$ makes $I_0=\arctan(a)/a$, and $B-1$ becomes $G(a)$.

**Is $w=1$ safe?** $B$ is real for real $w$. The first-order change due to $w=1-i\omega\tau$ is therefore imaginary, and the damping changes at second order in $\omega\tau$. When $a$ is so large that $\omega\tau$ is not small, the proper expansion variable is $\zeta=w/a=1/a-iv_s/v_F$. The leading terms are $B\simeq\frac a3\left[\frac\pi2+\left(\frac{\pi^2}4-1\right)\zeta+O(\zeta^2)\right]$, and finite frequency enters the real part through $\zeta^2$, at relative order $(v_s/v_F)^2$.

This was tested by solving (1) in Legendre harmonics with equal electron and ion densities (complete screening), at seven values of $ql$ from 0.05 to 1000, with $v_s/v_F=0.0030$. The largest deviation from $G$, relative to $G$, was $5.1\times10^{-6}$, while $(v_s/v_F)^2=9.05\times10^{-6}$. At the upper end of this range $\omega\tau$ is about 3.

**Check by spatial decay.** Let $K$ be the lattice stiffness without the electron pressure. The displacement is $iu/\omega$, so the ion equation of motion is

$$-i\omega\rho u=-\frac{iKq^2}{\omega}u+neE .$$

Multiply by $i\omega/u$ and insert (3) with $B-1\simeq G$:

$$\rho\omega^2=\left(K+\frac{nmv_F^2}{3}\right)q^2-\frac{i\omega nm}{\tau}G .$$

The pressure term stiffens the metal, and the bracket is $\rho v_s^2$. For weak damping,

$$q\simeq\frac{\omega}{v_s}\left(1+\frac{inm\,G}{2\rho\omega\tau}\right),\qquad 2\,\mathrm{Im}\,q=\frac{nm}{\rho v_s\tau}G=\alpha .$$

The factor 2 is there because energy goes as amplitude squared.

## The two limits of the general formula

**Small $a$.** Use $\arctan a=a-a^3/3+a^5/5-a^7/7+\dots$ and cancel $a^3$:

$$1+G=\frac{1-\frac13a^2+\frac15a^4}{1-\frac35a^2+\frac37a^4}.$$

The inverse denominator is $1+\frac35a^2+\left(\frac9{25}-\frac37\right)a^4=1+\frac35a^2-\frac{12}{175}a^4$. In the product, the $a^2$ coefficient is $\frac35-\frac13=\frac4{15}$. The $a^4$ coefficient is $-\frac{12}{175}-\frac15+\frac15$. Hence

$$G=\frac4{15}a^2-\frac{12}{175}a^4+\dots$$

The viscous result is recovered, and the next term shows that it overestimates the loss as $a$ grows.

**Large $a$.** Use $\arctan a\simeq\pi/2-1/a$:

$$1+G\simeq\frac a3\left(\frac\pi2-\frac1a\right)\left(1+\frac{\pi}{2a}\right)\simeq\frac{\pi a}6+\frac{\pi^2}{12}-\frac13 ,$$

so $G\simeq\pi a/6-0.511$. Since $a/\tau=qv_F$, the leading term gives the limit independent of $l$. The constant, relative to the leading term, falls off only as $1/a$, so the approach is slow.

## What drag does, and which mean free path enters

Suppose that the lattice motion is dropped from the collision term and the collision force from $F$. Then $X=-eEl$, the 1 disappears from (3), and $G$ is replaced by $G+1$. As $q\to0$ this leaves an absorption $nm/(\rho v_s\tau)$, although electrons and lattice then move together without deformation. The $-1$ in the formula removes this false loss. If instead the scatterers are taken at rest but the momentum $nm\bar v/\tau$ lost by the electrons is still given to the ions, $F$ regains the missing term and $G$ is restored.

The dissipation can also be found from the electrons. Multiply (1) by $\psi^*$, average and take the real part. The first two terms are imaginary, leaving

$$\mathrm{Re}\left(eEv_F\langle\mu\psi^*\rangle\right)=-\frac1\tau\mathrm{Re}\langle\psi^*\chi\rangle .$$

Because $\langle\chi\rangle=\langle\mu\chi\rangle=0$, also $\langle\psi_{eq}^*\chi\rangle=0$, and the right side is $-\langle|\chi|^2\rangle/\tau$. Multiplied by $N/2$, the left side is $\frac12\mathrm{Re}(neE\bar v^*)=\frac12\mathrm{Re}(neEu^*)=-P$. Thus

$$P=\frac{N}{2\tau}\langle|\chi|^2\rangle\ge0 . \tag{4}$$

Under complete screening, $\chi$ has no part proportional to $\mu$. The rate at which collisions relax the electron drift then multiplies zero. In the harmonic solution at $ql=6.28$, making that rate five times larger changed $G$ by a relative $4\times10^{-16}$, which is rounding error. The $l$ of the attenuation formula belongs to the quadrupole and higher distortions. It equals the path deduced from resistivity when all harmonics relax alike, which small-angle scattering does not ensure.

## Why $l$ drops out at large $ql$

Insert $X=ia\,\delta\mu+mv_Fu\,B$ into $\psi$, and use $1+ia\mu=(w+ia\mu)+i\omega\tau$ and $\omega\tau\,\delta\mu=mv_Fu\,a/3$:

$$\chi=mv_Fu\left[\frac{ia/3+B\mu}{w+ia\mu}-\mu\right].$$

For large $a$ the first term in the numerator gives a narrow peak of height proportional to $a/3$, because $|w+ia\mu|^2=1+(a\mu-\omega\tau)^2$. The peak lies at $\mu=v_s/v_F$, that is, at electrons with $v_x=v_s$, which stay in phase with the wave. Its contribution to the average is

$$\langle|\chi|^2\rangle\simeq m^2v_F^2|u|^2\,\frac{a^2}9\cdot\frac{\pi}{2a}.$$

With (4) and $N=3n/(mv_F^2)$ this yields $P=(nm|u|^2/2\tau)(\pi a/6)$, the correct limit. The squared distortion grows as $l^2$, the fraction of electrons in the peak falls as $1/l$, and the collision rate falls as $1/l$. The product is independent of $l$.

The same limit follows without a collision time. The screened potential energy has amplitude $|U|=|\delta\mu|=\frac{2E_F}3|u|/v_s$. It splits into $U/2$ for absorption and $U^*/2$ for emission. For $\hbar\omega\ll E_F$ and $\hbar q\ll mv_F$, the golden rule gives

$$P=\frac{2\pi}\hbar\frac{|U|^2}4\,(\hbar\omega)^2\,\frac N\hbar\,\langle\delta(qv_F\mu-\omega)\rangle=\frac{\pi\omega^2N|U|^2}{4qv_F}=\frac{\pi}{12}nmv_Fq|u|^2 .$$

One factor $\hbar\omega$ is the energy per transition, the other comes from the difference of occupations integrated over energy, which equals $\hbar\omega$ whatever the ratio $\hbar\omega/k_BT$, and the angular average is $1/(2qv_F)$. Division by $\frac12\rho|u|^2v_s$ again gives $\pi nmv_Fq/(6\rho v_s)$. This process is Landau damping.

## Worked example

Take $n=10^{23}\ \mathrm{cm^{-3}}$, $\rho=5.0\ \mathrm{g/cm^3}$, $v_s=5.0$ km/s, a frequency of 100 MHz and $l=50\ \mu$m at 4 K. The free-electron relations give $E_F=7.86$ eV and $v_F=1662$ km/s, hence $\tau=30.1$ ps. The wavenumber is $q=1257\ \mathrm{cm^{-1}}$, and

$$ql=1257\ \mathrm{cm^{-1}}\times 50\times10^{-4}\ \mathrm{cm}=6.28,\qquad G=2.818,$$

$$\alpha=1.2115\ \mathrm{cm^{-1}}\times2.818=3.41\ \mathrm{cm^{-1}}=14.8\ \mathrm{dB/cm}.$$

The complex wavenumber from the ion equation gives the same 14.8 dB/cm. The large-$ql$ limit is 17.3 dB/cm, and a golden-rule integral with Fermi occupations at 4 K reproduces it.

At a fixed 100 MHz, the path changes the attenuation as follows:

| $l$ (μm) | $ql$ | full (dB/cm) | $q^2l^2$ law (dB/cm) |
|---|---|---|---|
| 0.5 | 0.063 | 0.553 | 0.554 |
| 5 | 0.63 | 5.07 | 5.54 |
| 50 | 6.3 | 14.8 | 55.4 |
| 500 | 63 | 17.0 | 554 |

The first tenfold increase in $l$ raises the loss about ninefold, the last by 15 per cent. For $l=0.5\ \mu$m, omitting drag would give 527 dB/cm instead of 0.553.

At fixed $l=50\ \mu$m, the attenuation is 0.507, 14.8 and 170 dB/cm at 10, 100 and 1000 MHz. The first step is a factor of 29, between the linear and quadratic laws; the second is 11.5, close to linear.

## Comparison with real metals

These parameters lie in the rough range of a very pure simple metal in liquid helium. If all harmonics relax alike, $l=50\ \mu$m means a resistivity of 1.18 nΩ cm, which demands high purity. At room temperature, paths in good metals are roughly tens of nanometres, so $ql\ll1$ at these frequencies. The formula does not apply below a superconducting transition, and a measured loss also contains non-electronic parts.

The Fermi surface of a real metal need not be spherical. Consider one ellipsoidal surface at fixed $E_F$ and $N$, with band masses unaffected by strain in the laboratory frame. The golden-rule power varies as $1/v_{Fx}\propto\sqrt{m_x}$. If the mass along $q$ is 1.5 times the transverse mass, fixed $N$ requires $m_x=1.5^{2/3}m$, and the large-$ql$ limit rises by $1.5^{1/3}=1.145$. Strain-dependent bands and several Fermi-surface sheets can change the result further, by amounts not estimated here. If the higher harmonics relax twice as fast as the resistive path suggests, the example's attenuation falls by a factor 0.859, to 12.7 dB/cm.

Other corrections are small here. Incomplete screening lowers the loss by a fraction of about $2q^2/k_{TF}^2=9\times10^{-11}$ of its value, and $k_BT/E_F$ is $4\times10^{-5}$. A strong wave can trap resonant electrons in its potential troughs, where they oscillate at about $q\sqrt{|U|/m}$. At an assumed strain of $10^{-6}$ this frequency times $\tau$ is 0.0036, so collisions interrupt the motion long before one oscillation and linear response holds. The product grows in proportion to $l$ and to the square root of the strain; linear theory gradually loses accuracy once it reaches about 1. Further values are in the numerical output.

## Calculated quantities

```
electron density: 1.00e+23 cm^-3
mass density: 5.0 g/cm^3
sound speed v_s: 5.0 km/s
frequency: 100 MHz
temperature: 4.0 K
mean free path l: 50 um
Fermi energy: 7.856 eV
Fermi velocity: 1662.4 km/s
relaxation time: 30.08 ps
resistivity if all harmonics relax alike: 1.180 nOhm cm
wavenumber q: 1256.6 cm^-1
ql: 6.2832 (no unit)
omega tau: 0.01890 (no unit)
prefactor nm/(rho v_s tau): 1.2115 cm^-1
bracket G(ql): 2.8179 (no unit)
attenuation: 3.4137 cm^-1 = 14.826 dB/cm
attenuation from complex wavenumber: 14.826 dB/cm
large-ql limit: 3.9855 cm^-1 = 17.309 dB/cm
golden-rule attenuation: 17.309 dB/cm
Path dependence at fixed frequency; attenuations in dB/cm
l=0.5 um, ql=0.0628: full 0.5533, small-ql 0.5539, no drag 526.681
l=5.0 um, ql=0.6283: full 5.0677, small-ql 5.5388, no drag 57.680
l=50.0 um, ql=6.2832: full 14.8256, small-ql 55.3885, no drag 20.087
l=500.0 um, ql=62.8319: full 17.0422, small-ql 553.8846, no drag 17.568
Frequency dependence at the stated path; attenuations in dB/cm
f=10 MHz, ql=0.6283: full 0.5068, large-ql 1.7309
f=100 MHz, ql=6.2832: full 14.8256, large-ql 17.3089
f=1000 MHz, ql=62.8319: full 170.4216, large-ql 173.0889
Tests (no unit)
largest relative error of formula against kinetics: 5.1e-06
largest relative work-dissipation mismatch: 5.0e-14
kinetic G over 4a^2/15 at ql=0.02: 0.99990
kinetic G over pi a/6 at ql=1000: 0.99902
constant term of G at large ql: -0.5109
excess of G when drag is omitted: 1.000000
relative change for 5-fold momentum relaxation rate: 4.4e-16
G ratio for (q/k_TF)^2=0.05: 0.9078
Neglected effects for the example (no unit unless stated)
(v_s/v_F)^2: 9.05e-06
incomplete screening, 2(q/k_TF)^2: 9.1e-11
kT/E_F: 4.4e-05
hbar omega/kT: 1.2e-03
strain amplitude assumed: 1.0e-06
trapping frequency times tau: 3.6e-03
large-ql attenuation factor, mass ratio 1.5: 1.1447
attenuation factor if higher harmonics relax twice as fast: 0.8593
```
